**Silicon-29 septet of hexafluorosilicate**

The program tests that six equivalent fluorine nuclei split the ²⁹Si signal into seven lines at offsets Jm, with intensities C(6, m+3). Here J is the silicon-fluorine coupling in Hz and m, from −3 to 3, is the z component of the total fluorine spin. It diagonalizes the full seven-spin Hamiltonian with unequal cis and trans fluorine-fluorine couplings, and asserts that the positions and the intensities 1:6:15:20:15:6:1 follow. It also asserts that two unequal silicon-fluorine couplings give 15 lines when fluorine-fluorine coupling is absent. The second-order shifts are tested at a reduced Larmor frequency difference, and the effect of fluorine polarization is tested with thermal populations of the exact eigenstates. A seven-state kinetic matrix tests the formulas for exchange broadening and line spacing. For J = 110 Hz the output shows seven peaks at an exchange rate of 1 s⁻¹, three at 113.6 s⁻¹ and one at 6912 s⁻¹.

## Program and output

```python
"""
Result under test: the 29Si NMR signal of non-exchanging octahedral SiF6(2-)
has seven lines at offsets J*m (m = -3..3) with intensities C(6, m+3).

H/h = nu_si*Sz + nu_f*Fz + J*S.F + (F-F couplings), all in Hz.
S: silicon spin 1/2; F: sum of six fluorine spins 1/2; m: eigenvalue of Fz.
nu_si and nu_f are signed Larmor frequencies; J is the Si-F coupling.
Exchange model: each fluorine is replaced at rate k by one of random spin.
The flip rate per fluorine is k/2 + 1/(2*T1), T1 being its relaxation time.
"""
from math import comb
import numpy as np
from scipy.constants import h, k as k_boltzmann

# Rough typical values and chosen model values
J = 110.0
NU_SI = 80.0e6
NU_F = -380.0e6
TEMPERATURE = 298.0
INTRINSIC_WIDTH = 3.0
EXCHANGE_RATE = 1.0
T1_FLUORINE = 1.0

M_VALUES = np.arange(-3, 4)
BINOMIAL = np.array([comb(6, int(m) + 3) for m in M_VALUES])

# Spin operators: index 0 is silicon, indices 1 to 6 are fluorine
SZ_HALF = np.diag([0.5, -0.5])
RAISE_HALF = np.array([[0.0, 1.0], [0.0, 0.0]])


def embed(single, position):
    result = np.eye(1)
    for site in range(7):
        result = np.kron(result, single if site == position else np.eye(2))
    return result


IZ = [embed(SZ_HALF, site) for site in range(7)]
IPLUS = [embed(RAISE_HALF, site) for site in range(7)]


def scalar_product(a, b):
    flip = IPLUS[a] @ IPLUS[b].T
    return IZ[a] @ IZ[b] + 0.5 * (flip + flip.T)


def silicon_transitions(nu_si, nu_f, couplings, j_cis, j_trans):
    """Offsets from nu_si, strengths and thermal weights of silicon lines."""
    hamiltonian = nu_si * IZ[0] + nu_f * sum(IZ[1:])
    for site in range(1, 7):
        hamiltonian = hamiltonian + couplings[site - 1] * scalar_product(0, site)
    trans_pairs = {(1, 2), (3, 4), (5, 6)}
    for a in range(1, 7):
        for b in range(a + 1, 7):
            j_ff = j_trans if (a, b) in trans_pairs else j_cis
            hamiltonian = hamiltonian + j_ff * scalar_product(a, b)
    energy, vectors = np.linalg.eigh(hamiltonian)
    strength = (vectors.T @ IPLUS[0] @ vectors) ** 2
    offset = energy[:, None] - energy[None, :] - nu_si
    population = np.exp(-h * energy / (k_boltzmann * TEMPERATURE))
    population /= population.sum()
    thermal = (population[None, :] - population[:, None]) * strength
    keep = (np.abs(offset) < 4.5 * J) & (strength > 1e-10)
    return offset[keep], strength[keep], thermal[keep]


def group_by_m(offset, weight):
    """Total weight and weighted mean offset of the lines near each J*m."""
    totals, means = [], []
    for m in M_VALUES:
        near = np.abs(offset - J * m) < J / 2
        totals.append(weight[near].sum())
        means.append((weight[near] * offset[near]).sum() / weight[near].sum())
    return np.array(totals), np.array(means)


# Exact spectrum at the working field, with arbitrary unequal F-F couplings
equal = [J] * 6
offset, strength, thermal = silicon_transitions(NU_SI, NU_F, equal, 50.0, 130.0)
exact_intensity, exact_position = group_by_m(offset, strength)
assert np.allclose(exact_intensity, BINOMIAL, atol=1e-5)
assert np.allclose(exact_position, J * M_VALUES, atol=1e-3)
distance = np.abs(offset[:, None] - J * M_VALUES[None, :]).min(axis=1)
assert distance[strength > 1e-6].max() < 1e-3

# Inequivalent fluorines must destroy the septet
unequal = [90.0, 90.0, J, J, J, J]
off_u, str_u, _ = silicon_transitions(NU_SI, NU_F, unequal, 0.0, 0.0)
unequal_count = len(np.unique(np.round(off_u[str_u > 1e-6])))
assert unequal_count == 15

# Second-order shifts, tested where the Larmor difference is small
small_si, small_f = 20.0e3, -80.0e3
off_s, str_s, _ = silicon_transitions(small_si, small_f, equal, 50.0, 130.0)
_, small_means = group_by_m(off_s, str_s)
small_unit = J**2 / (2 * (small_si - small_f))
assert np.allclose(small_means - J * M_VALUES, 3 * small_unit, atol=4e-3)
central = (np.abs(off_s) < J / 2) & (str_s > 1e-2)
assert abs(off_s[central].max() - 12 * small_unit) < 4e-3
largest_shift = 12 * J**2 / (2 * (NU_SI - NU_F))
mean_shift = 3 * J**2 / (2 * (NU_SI - NU_F))

# Thermal polarization of fluorine; J/nu_si itself changes the ratio by ~1e-5
thermal_intensity, _ = group_by_m(offset, thermal)
exact_ratio = thermal_intensity[-1] / thermal_intensity[0]
polar_ratio = np.exp(6 * h * abs(NU_F) / (k_boltzmann * TEMPERATURE))
assert abs(exact_ratio - polar_ratio) < 2e-5


# Exchange and fluorine relaxation: n is the number of fluorines with spin up
def kinetic_matrix(flip_rate):
    matrix = np.zeros((7, 7), dtype=complex)
    for n in range(7):
        matrix[n, n] = 2j * np.pi * J * (n - 3) - 6 * flip_rate
        if n > 0:
            matrix[n - 1, n] = flip_rate * n
        if n < 6:
            matrix[n + 1, n] = flip_rate * (6 - n)
    return matrix


def lineshape(frequencies, flip_rate):
    damping = np.pi * INTRINSIC_WIDTH
    diagonal = 2j * np.pi * frequencies + damping
    systems = diagonal[:, None, None] * np.eye(7) - kinetic_matrix(flip_rate)
    start = np.broadcast_to((BINOMIAL / 64.0)[:, None], (len(frequencies), 7, 1))
    return np.linalg.solve(systems, start.astype(complex)).sum(axis=(1, 2)).real


def count_peaks(signal):
    middle = signal[1:-1]
    return int(np.sum((middle > signal[:-2]) & (middle > signal[2:])))


test_flip = 50.0
roots = np.linalg.eigvals(kinetic_matrix(test_flip))
test_spacing = np.sqrt(J**2 - (test_flip / np.pi) ** 2)
assert np.allclose(-roots.real / np.pi, 6 * test_flip / np.pi, atol=1e-6)
assert np.allclose(np.sort(roots.imag) / (2 * np.pi),
                   M_VALUES * test_spacing, atol=1e-6)
fast_roots = np.linalg.eigvals(kinetic_matrix(2 * np.pi * J))
assert np.abs(fast_roots.imag).max() < 1e-5

flip = EXCHANGE_RATE / 2 + 1 / (2 * T1_FLUORINE)
exchange_width = 3 * EXCHANGE_RATE / np.pi
relaxation_width = 3 / (np.pi * T1_FLUORINE)
total_width = INTRINSIC_WIDTH + exchange_width + relaxation_width
grid = np.linspace(-500, 500, 2001)
slow_signal = lineshape(grid, flip)
slow_peaks = count_peaks(slow_signal)
assert slow_peaks == 7
outer_height = (np.interp(3 * J, grid, slow_signal)
                / np.interp(0.0, grid, slow_signal))
assert abs(outer_height * 20 - 1) < 0.03

fine = np.linspace(-10, 10, 2001)
fine_signal = lineshape(fine, flip)
above = fine[fine_signal > fine_signal.max() / 2]
measured_width = above[-1] - above[0]
assert abs(measured_width / total_width - 1) < 0.02

fast_rate = 20 * np.pi * J
fast_peaks = count_peaks(lineshape(grid, fast_rate / 2))
assert fast_peaks == 1

# Exchange rate at which the exchange width equals the line spacing
merge_rate = 2 * np.pi * J / np.sqrt(37)
merge_roots = np.linalg.eigvals(kinetic_matrix(merge_rate / 2))
merge_spacing = np.diff(np.sort(merge_roots.imag)).mean() / (2 * np.pi)
merge_width = -merge_roots.real.mean() / np.pi
assert abs(merge_spacing - merge_width) < 1e-5
merge_peaks = count_peaks(lineshape(grid, merge_rate / 2))

print(f"Si-F coupling J: {J:.0f} Hz")
print(f"29Si Larmor magnitude: {abs(NU_SI) / 1e6:.0f} MHz")
print(f"19F Larmor magnitude: {abs(NU_F) / 1e6:.0f} MHz")
print(f"Temperature: {TEMPERATURE:.0f} K")
print("m, offset (Hz), exact intensity, share of total (%):")
for m, place, amount in zip(M_VALUES, exact_position, exact_intensity):
    share = 100 * amount / exact_intensity.sum()
    print(f"  {m:+d}  {place:+8.2f}  {amount:7.4f}  {share:7.3f}")
print(f"Sum of intensities: {exact_intensity.sum():.4f}")
print(f"Line spacing: {J:.0f} Hz = {J / NU_SI * 1e6:.3f} ppm")
print(f"Span of septet: {6 * J:.0f} Hz = {6 * J / NU_SI * 1e6:.2f} ppm")
print(f"Lines if two couplings are 90 Hz, no F-F coupling: {unequal_count}")
print(f"Largest second-order shift: {largest_shift:.2e} Hz")
print(f"Mean second-order shift: {mean_shift:.2e} Hz")
print(f"Outer-line ratio minus 1, formula: {polar_ratio - 1:.2e}")
print(f"Outer-line ratio minus 1, exact states: {exact_ratio - 1:.2e}")
print(f"Intrinsic linewidth: {INTRINSIC_WIDTH:.1f} Hz")
print(f"Exchange rate per fluorine: {EXCHANGE_RATE:.1f} 1/s")
print(f"Fluorine T1: {T1_FLUORINE:.1f} s")
print(f"Exchange broadening: {exchange_width:.3f} Hz")
print(f"Fluorine-relaxation broadening: {relaxation_width:.3f} Hz")
print(f"Total linewidth, formula: {total_width:.2f} Hz")
print(f"Total linewidth, from lineshape: {measured_width:.2f} Hz")
print(f"Peaks at the example's exchange rate: {slow_peaks}")
print(f"Outer/central peak height: {outer_height:.4f}")
print(f"Exchange rate where width equals spacing: {merge_rate:.1f} 1/s")
print(f"Width and spacing there: {merge_width:.1f}, {merge_spacing:.1f} Hz")
print(f"Peaks at that exchange rate: {merge_peaks}")
print(f"Peaks at fast exchange rate {fast_rate:.0f} 1/s: {fast_peaks}")
print(f"Septet, third line/centre: {BINOMIAL[2] / BINOMIAL[3]:.3f}")
print(f"Septet, second line/centre: {BINOMIAL[1] / BINOMIAL[3]:.3f}")
print(f"True quintet, second line/centre: {comb(4, 1) / comb(4, 2):.3f}")
print(f"True quintet, outer line/centre: {comb(4, 0) / comb(4, 2):.3f}")
print("all assertions hold")
```

Running it gives:

```
Si-F coupling J: 110 Hz
29Si Larmor magnitude: 80 MHz
19F Larmor magnitude: 380 MHz
Temperature: 298 K
m, offset (Hz), exact intensity, share of total (%):
  -3   -330.00   1.0000    1.563
  -2   -220.00   6.0000    9.375
  -1   -110.00  15.0000   23.438
  +0     +0.00  20.0000   31.250
  +1   +110.00  15.0000   23.438
  +2   +220.00   6.0000    9.375
  +3   +330.00   1.0000    1.562
Sum of intensities: 64.0000
Line spacing: 110 Hz = 1.375 ppm
Span of septet: 660 Hz = 8.25 ppm
Lines if two couplings are 90 Hz, no F-F coupling: 15
Largest second-order shift: 1.58e-04 Hz
Mean second-order shift: 3.95e-05 Hz
Outer-line ratio minus 1, formula: 3.67e-04
Outer-line ratio minus 1, exact states: 3.76e-04
Intrinsic linewidth: 3.0 Hz
Exchange rate per fluorine: 1.0 1/s
Fluorine T1: 1.0 s
Exchange broadening: 0.955 Hz
Fluorine-relaxation broadening: 0.955 Hz
Total linewidth, formula: 4.91 Hz
Total linewidth, from lineshape: 4.90 Hz
Peaks at the example's exchange rate: 7
Outer/central peak height: 0.0502
Exchange rate where width equals spacing: 113.6 1/s
Width and spacing there: 108.5, 108.5 Hz
Peaks at that exchange rate: 3
Peaks at fast exchange rate 6912 1/s: 1
Septet, third line/centre: 0.750
Septet, second line/centre: 0.300
True quintet, second line/centre: 0.667
True quintet, outer line/centre: 0.167
all assertions hold
```
